# Integrated and Symmetrised Photoemission Spectra: Occupation and Particle-Hole Symmetry: test program

```python
"""Photoemission: integrated spectrum and symmetrisation about the Fermi level.

Claims under test, for intensity I(k,w) = f(w) A(k,w) (matrix element set to 1):
  integral of I over w = n(k);
  S(w) = I(k,w) + I(k,-w) equals A(k,w) at T > 0 only if A is even in w.
A: spectral function per spin, f: Fermi function, w: energy from the
chemical potential, n(k): momentum occupation per spin.
Model 1: four-site Hubbard ring, energies in units of the hopping t.
Model 2: level e mixed by DELTA with a level e2, half width GAMMA, in meV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import digamma, expit

# ---------------- Model 1: interacting ring, full diagonalisation -------------
SITES, U, T_RING, SIGMA = 4, 4.0, 0.25, 0.15


def annihilator(mode, modes=2 * SITES):
    """Jordan-Wigner matrix of one annihilation operator."""
    result = np.eye(1)
    for i in range(modes):
        if i < mode:
            factor = np.diag([1.0, -1.0])
        elif i == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(i) for i in range(2 * SITES)]
number = [op.T @ op for op in c]
N_total = sum(number)
H_U = U * sum(number[j] @ number[j + SITES] for j in range(SITES))


def hopping(distance):
    h = np.zeros_like(N_total)
    for s in range(2):
        for j in range(SITES):
            bond = c[SITES * s + j].T @ c[SITES * s + (j + distance) % SITES]
            h -= bond + bond.T
    return h


H_1, H_2 = hopping(1), hopping(2)


def ring(t2, mu):
    return H_1 + t2 * H_2 + H_U - mu * N_total


def c_momentum(k):
    return sum(np.exp(-1j * k * j) * c[j] for j in range(SITES)) / np.sqrt(SITES)


def lehmann(K, ck):
    """Transition energies with removal and addition weights."""
    E, V = np.linalg.eigh(K)
    p = np.exp(-(E - E[0]) / T_RING)
    p /= p.sum()
    strength = np.abs(V.conj().T @ ck @ V) ** 2      # [n, m] = |<n|c|m>|^2
    w = E[None, :] - E[:, None]
    return w, strength * p[None, :], strength * p[:, None]


def grand_potential(K):
    E = np.linalg.eigvalsh(K)
    return E[0] - T_RING * np.log(np.exp(-(E - E[0]) / T_RING).sum())


t2_ring, mu_ring, step = -0.3, 1.0, 1e-3
print(f"Ring: U = {U} t, kT = {T_RING} t, resolution sigma = {SIGMA} t")
print(f"Ring, occupation test: t2 = {t2_ring} t, mu = {mu_ring} t")
for label, k in (("0", 0.0), ("pi/2", np.pi / 2), ("pi", np.pi)):
    ck = c_momentum(k)
    K = ring(t2_ring, mu_ring)
    w, removal, addition = lehmann(K, ck)
    total = removal + addition
    n_spectrum = np.sum(expit(-w / T_RING) * total)
    nk = ck.conj().T @ ck
    n_derivative = (grand_potential(K + step * nk)
                    - grand_potential(K - step * nk)) / (2 * step)
    assert abs(total.sum() - 1) < 1e-10
    assert abs(removal.sum() - n_spectrum) < 1e-10
    assert abs(n_spectrum - n_derivative) < 2e-5     # finite-difference error
    print(f"  k = {label}: n from integral of f*A = {n_spectrum:.5f},"
          f" from dOmega/de_k = {n_derivative:.5f}")

grid_ring = np.linspace(-9, 9, 361)


def broaden(w, weight):
    """Spectrum seen through an even, normalised Gaussian resolution."""
    keep = weight > 1e-17
    ws, a = w[keep], weight[keep]
    norm = SIGMA * np.sqrt(2 * np.pi)
    return np.array([np.sum(a * np.exp(-0.5 * ((x - ws) / SIGMA) ** 2))
                     for x in grid_ring]) / norm


def ring_error(t2, mu, k):
    """Occupation and largest |S - A| relative to the maximum of A."""
    w, removal, addition = lehmann(ring(t2, mu), c_momentum(k))
    measured = broaden(w, removal)
    A = broaden(w, removal + addition)
    S = measured + measured[::-1]
    return removal.sum(), np.max(np.abs(S - A)) / A.max()


k_half = np.pi / 2
n_sym, err_sym = ring_error(0.0, U / 2, k_half)
n_off, err_off = ring_error(0.0, U / 2, 0.0)
mu_half = brentq(lambda m: lehmann(ring(t2_ring, m), c_momentum(k_half))[1].sum()
                 - 0.5, -6, 10, xtol=1e-11)
n_asym, err_asym = ring_error(t2_ring, mu_half, k_half)
assert abs(n_sym - 0.5) < 1e-10 and err_sym < 1e-9
assert err_off > 0.02
assert abs(n_asym - 0.5) < 1e-8 and err_asym > 0.02
print("Ring, symmetrisation: largest |S-A| / max A")
print(f"  t2 = 0, mu = U/2, k = pi/2: n = {n_sym:.5f}, error = {err_sym:.1e}")
print(f"  t2 = 0, mu = U/2, k = 0: n = {n_off:.5f}, error = {err_off:.4f}")
print(f"  t2 = {t2_ring} t, mu = {mu_half:.5f} t, k = pi/2:"
      f" n = {n_asym:.5f}, error = {err_asym:.4f}")

# ---------------- Model 2: two mixed levels, energies in meV -----------------
DELTA, GAMMA, TEMP = 20.0, 4.0, 100.0
KB = constants.k / constants.e * 1e3                 # meV per kelvin
kT = KB * TEMP


def fermi(w, temperature=TEMP):
    return expit(-w / (KB * temperature))


def spectral(w, e, e2):
    """A from the inverse of the 2x2 matrix w + i GAMMA - H."""
    z = np.asarray(w)[..., None, None] + 1j * GAMMA
    H = np.array([[e, DELTA], [DELTA, e2]])
    return -np.linalg.inv(z * np.eye(2) - H)[..., 0, 0].imag / np.pi


def poles(e, e2):
    half = np.sqrt(((e - e2) / 2) ** 2 + DELTA ** 2)
    upper, lower = (e + e2) / 2 + half, (e + e2) / 2 - half
    z_upper = (upper - e2) / (upper - lower)
    return np.array([lower, upper]), np.array([1 - z_upper, z_upper])


def lorentz(w, E):
    return GAMMA / np.pi / ((w - E) ** 2 + GAMMA ** 2)


def symmetrise(A, w, temperature=TEMP):
    return fermi(w, temperature) * A(w) + fermi(-w, temperature) * A(-w)


def integrate(g):
    middle = quad(g, -400, 400, points=[-40, -20, -10, 0, 10, 20, 40],
                  limit=500, epsabs=1e-11)[0]
    return quad(g, -np.inf, -400)[0] + middle + quad(g, 400, np.inf)[0]


grid = np.linspace(-100, 100, 20001)
WINDOW = 200.0
print(f"Mixing: Delta = {DELTA} meV, Gamma = {GAMMA} meV, T = {TEMP} K,"
      f" kT = {kT:.4f} meV")
for name, e2 in (("superconductor", 0.0), ("density wave", 30.0)):
    E, Z = poles(0.0, e2)

    def A(w, e2=e2):
        return spectral(w, 0.0, e2)

    def A_poles(w, E=E, Z=Z):
        return Z[0] * lorentz(w, E[0]) + Z[1] * lorentz(w, E[1])

    true, S = A(grid), symmetrise(A, grid)
    even = (A_poles(grid) + A_poles(-grid)) / 2
    odd = (A_poles(grid) - A_poles(-grid)) / 2
    assert np.allclose(true, A_poles(grid), atol=1e-13)
    assert np.allclose(S, even - np.tanh(grid / (2 * kT)) * odd, atol=1e-13)
    n_quad = integrate(lambda w: fermi(w) * A(w))
    n_formula = np.sum(Z * (0.5 - digamma(
        0.5 + (GAMMA + 1j * E) / (2 * np.pi * kT)).imag / np.pi))
    assert abs(n_quad - n_formula) < 1e-7
    assert abs(integrate(lambda w: symmetrise(A, w)) - 2 * n_formula) < 1e-7
    n_window = quad(lambda w: fermi(w) * A(w), -WINDOW, WINDOW,
                    points=[-20, -10, 0, 20, 40], limit=500)[0]
    lost = np.sum(Z * (0.5 - np.arctan((WINDOW + E) / GAMMA) / np.pi))
    assert abs(n_formula - n_window - lost) < 1e-7
    peaks_A = grid[find_peaks(true)[0]]
    peaks_S = grid[find_peaks(S)[0]]
    assert len(peaks_A) == 2 and len(peaks_S) == 2
    error = np.max(np.abs(S - true)) / true.max()
    drift = np.max(np.abs(symmetrise(A, grid, 50.0) - S)) / true.max()
    if e2 == 0:
        assert error < 1e-12 and drift < 1e-12
    else:
        assert error > 0.1 and drift > 0.01
        cold = symmetrise(A, np.array([-10.0, 10.0]), 1.0)
        assert np.allclose(cold, A(-10.0), atol=1e-12)
    assert abs(symmetrise(A, 0.0) - A(0.0)) < 1e-14
    print(f"{name}: e = 0, e2 = {e2} meV")
    print(f"  poles {E[0]:.2f}, {E[1]:.2f} meV; weights {Z[0]:.3f}, {Z[1]:.3f}")
    print(f"  peaks of A: {peaks_A[0]:.2f}, {peaks_A[1]:.2f} meV")
    print(f"  peaks of S: {peaks_S[0]:.2f}, {peaks_S[1]:.2f} meV")
    print(f"  n(k) = {n_formula:.5f}; window +-{WINDOW:.0f} meV gives"
          f" {n_window:.5f}, lost {lost:.5f}")
    print(f"  largest |S-A| / max A = {error:.4f}")
    print(f"  largest |S(50 K)-S(100 K)| / max A, A fixed = {drift:.4f}")
    if e2 != 0:
        print(f"  at w = +40 meV: A = {A(40.0):.5f},"
              f" S = {symmetrise(A, 40.0):.5f} per meV")
        print(f"  at w = 0: A = {A(0.0):.5f},"
              f" S = {symmetrise(A, 0.0):.5f} per meV")

# Superconductor away from kF: combine mirror momenta, not one momentum.
e_off = 15.0
target = spectral(grid, e_off, -e_off)
paired = (fermi(grid) * target
          + fermi(-grid) * spectral(-grid, -e_off, e_off))
single = symmetrise(lambda w: spectral(w, e_off, -e_off), grid)
paired_error = np.max(np.abs(paired - target)) / target.max()
single_error = np.max(np.abs(single - target)) / target.max()
assert paired_error < 1e-12 and single_error > 0.1
print(f"Superconductor at e = {e_off} meV, largest error / max A:")
print(f"  one momentum {single_error:.4f}, mirror momenta {paired_error:.1e}")

# Gapless band a distance d below the Fermi level: onset of a false dip.
d_dip = brentq(lambda d: 3 * d**2 - GAMMA**2 + d * (d**2 + GAMMA**2) / kT,
               0, 10 * GAMMA)


def curvature(d, h=0.02):
    """Second derivative of S at w = 0 by finite difference."""
    values = symmetrise(lambda w: lorentz(w, -d), np.array([-h, 0.0, h]))
    return (values[0] - 2 * values[1] + values[2]) / h**2


assert curvature(0.98 * d_dip) < 0 < curvature(1.02 * d_dip)
d_far = 10.0
S_far = symmetrise(lambda w: lorentz(w, -d_far), grid)
false_peaks = grid[find_peaks(S_far)[0]]
assert len(false_peaks) == 2
print(f"Gapless band: false dip in S once d > {d_dip:.3f} meV")
print(f"  d = {d_far} meV: peaks of S at {false_peaks[0]:.2f},"
      f" {false_peaks[1]:.2f} meV")
print("success")
```

Printed output:

```
Ring: U = 4.0 t, kT = 0.25 t, resolution sigma = 0.15 t
Ring, occupation test: t2 = -0.3 t, mu = 1.0 t
  k = 0: n from integral of f*A = 0.78366, from dOmega/de_k = 0.78366
  k = pi/2: n from integral of f*A = 0.50086, from dOmega/de_k = 0.50086
  k = pi: n from integral of f*A = 0.08116, from dOmega/de_k = 0.08116
Ring, symmetrisation: largest |S-A| / max A
  t2 = 0, mu = U/2, k = pi/2: n = 0.50000, error = 1.3e-14
  t2 = 0, mu = U/2, k = 0: n = 0.89534, error = 0.9870
  t2 = -0.3 t, mu = 0.98408 t, k = pi/2: n = 0.50000, error = 0.8044
Mixing: Delta = 20.0 meV, Gamma = 4.0 meV, T = 100.0 K, kT = 8.6173 meV
superconductor: e = 0, e2 = 0.0 meV
  poles -20.00, 20.00 meV; weights 0.500, 0.500
  peaks of A: -20.00, 20.00 meV
  peaks of S: -20.00, 20.00 meV
  n(k) = 0.50000; window +-200 meV gives 0.49357, lost 0.00643
  largest |S-A| / max A = 0.0000
  largest |S(50 K)-S(100 K)| / max A, A fixed = 0.0000
density wave: e = 0, e2 = 30.0 meV
  poles -10.00, 40.00 meV; weights 0.800, 0.200
  peaks of A: -10.00, 39.99 meV
  peaks of S: -10.20, 10.20 meV
  n(k) = 0.57959; window +-200 meV gives 0.57317, lost 0.00642
  largest |S-A| / max A = 0.7315
  largest |S(50 K)-S(100 K)| / max A, A fixed = 0.1429
  at w = +40 meV: A = 0.01632, S = 0.00130 per meV
  at w = 0: A = 0.00894, S = 0.00894 per meV
Superconductor at e = 15.0 meV, largest error / max A:
  one momentum 0.7054, mirror momenta 2.2e-16
Gapless band: false dip in S once d > 1.957 meV
  d = 10.0 meV: peaks of S at -10.20, 10.20 meV
success
```
